# Direct-Flight Transmission of a Round Tube in Free Molecular Flow, part 2

In atomic layer deposition, a vapour must coat the inside of narrow, deep holes. The hole here is a straight circular cylinder of radius $R$ and length $L$, whose far end is open or merely counts first arrivals. The gas outside is in equilibrium at temperature $T_g$, and its flux $J$ (molecules per area and time) is uniform over the mouth. Molecules are points, do not collide with each other inside the tube, and feel no force that bends their paths.

With $\theta$ the angle to the inward normal and $d\Omega$ the solid angle, the entering directions follow the cosine distribution

$$\frac{\cos\theta}{\pi}\,d\Omega. \tag{1}$$

For a species of molecular mass $m$, partial pressure $P$ and number density $n=P/kT_g$, with $k$ Boltzmann's constant,

$$J=\frac{P}{\sqrt{2\pi mkT_g}} . \tag{2}$$

The direct share $F$ is the fraction of entering molecules that reach the far disc without a wall hit:

$$\boxed{F=1+\frac{L^2}{2R^2}-\frac{L\sqrt{L^2+4R^2}}{2R^2}} \tag{9}$$

With $a=L/(2R)$, this is

$$F=(1+a^2)+a^2-2a\sqrt{1+a^2}=\left(\sqrt{1+a^2}-a\right)^2 . \tag{10}$$

$F(x)$ denotes the same function with $L$ replaced by a depth $x$, and $a$ is then $x/(2R)$.

For a short tube (section 9),

$$F=1-\frac{L}{R}+\frac{L^2}{2R^2}+\dots$$

and for a long tube

$$F=\frac{1}{4a^2}\left(1-\frac{1}{2a^2}+\dots\right)=\frac{R^2}{L^2}\left(1-\frac{2R^2}{L^2}+\dots\right). \tag{12}$$

The direct flux on the far disc, relative to $J$, is $\frac{R^2}{L^2+R^2}$ at the centre and $\frac12\left[1-\frac{L}{\sqrt{L^2+4R^2}}\right]$ at the rim. These are the centre and rim fractions in the list of computed values at the end.

It remains to find where the other molecules strike the wall and how many reach the far end after bouncing.

### 12. Where the other molecules strike

The plane at depth $x$ is the far end of a tube of length $x$. A share $F(x)$ of the entering molecules crosses it without a wall hit. The share that first strikes the wall between $x$ and $x+dx$ is therefore $F(x)-F(x+dx)=-F'(x)\,dx$.

To find the slope, set $u=\sqrt{1+a^2}-a$, so that $F=u^2$. Then

$$\frac{du}{da}=\frac{a}{\sqrt{1+a^2}}-1=-\frac{u}{\sqrt{1+a^2}},\qquad
\frac{dF}{da}=2u\frac{du}{da}=-\frac{2F}{\sqrt{1+a^2}} .$$

Since $da/dx=1/(2R)$,

$$-F'(x)=\frac{F(x)}{R\sqrt{1+a^2}} . \tag{13}$$

How deep do first hits reach? From $u=\sqrt{1+a^2}-a$ and $1/u=\sqrt{1+a^2}+a$ follows $2a=1/u-u$. With $x=2Ra$ and $u=\sqrt F$ this becomes

$$x=R\,\frac{1-F}{\sqrt F}.$$

Setting $F=\tfrac12$ gives $x=R/\sqrt2$. If the tube is at least that long, half of all entering molecules strike the wall within $0.71R$ of the mouth. By $x=5R$, where $F=0.037$, about 96 % have done so.

The ring of wall between $x$ and $x+dx$ has area $2\pi R\,dx$ and receives $J\pi R^2(-F')\,dx$ molecules per second directly from the mouth. Its direct flux relative to $J$ is thus

$$p(x)=-\frac R2F'(x)=\frac{F(x)}{2\sqrt{1+a^2}} . \tag{14}$$

At the mouth $p(0)=\tfrac12$, because a wall element there sees gas in half of its hemisphere. This explains the short-tube limit of section 9: a wall of area $2\pi RL$, struck at flux $J/2$, removes a share $L/R$ of the $J\pi R^2$ molecules entering per second.

Deep in the tube, direct flight supplies the wall much more poorly than the bottom next to it. The ratio of the mean direct flux on the bottom to that on the adjoining wall is

$$\frac{F(L)}{p(L)}=2\sqrt{1+\frac{L^2}{4R^2}}=\frac{\sqrt{L^2+4R^2}}{R},$$

which is about 20 for $L/R=20$. The molecules that get this far travel nearly along the axis. They meet the bottom almost head-on and the wall at a grazing angle.

### 13. Bouncing

Suppose now that a molecule hitting the wall sticks for good with probability $s$, and otherwise leaves again with the cosine distribution about the local normal, whatever its direction of arrival. Let $s$ be the same everywhere and at all times. How many molecules reach the far end in total?

We need the chance that a molecule leaving the wall passes directly through the plane at distance $x$ along the tube. The exchange between two small areas contains $\cos\theta_1\cos\theta_2\,dA_1dA_2/(\pi s_{12}^2)$, with $s_{12}$ their distance and $\theta_1,\theta_2$ the angles of the joining line to their normals. This is symmetric in the two areas. Hence area times emitted share is the same both ways:

$$\pi R^2\,[-F'(x)\,dx]=2\pi R\,dx\;\times(\text{share from ring to disc}).$$

The share from ring to disc is $p(x)$ of (14). One function thus describes both the flux on the wall and the escape from it.

A molecule leaving the wall passes the plane at distance $d$ on a given side with probability $p(d)$. It lands on the wall between $d$ and $d+dd$ on that side with probability $-p'(d)\,dd$. In an endless tube the two sides together account for $2p(0)=1$, so no molecule is lost from the count.

Let $w(x)$ be the probability that a molecule leaving the wall at depth $x$ finally emerges from the far end. It may do so directly, or after landing at $x'$ without sticking:

$$w(x)=p(L-x)+(1-s)\int_0^L\left[-p'(|x-x'|)\right]w(x')\,dx' . \tag{15}$$

Here $p'$ is the slope of $p$ with respect to its argument. The total transmission adds the direct flights to those that begin with a wall hit:

$$T(s)=F(L)+(1-s)\int_0^L\left[-F'(x)\right]w(x)\,dx . \tag{16}$$

The second term cannot be negative, so $T\ge F$, with $T(1)=F$. The direct-flight formula is the whole transmission when every wall hit is final.

For a short tube (16) can be read off. A share $L/R$ hits the wall, a part $1-s$ of it leaves again, and to leading order half of that emerges from each end:

$$T(s)\approx1-\frac LR+\frac{(1-s)L}{2R}=1-\frac{(1+s)L}{2R}.$$

For longer tubes (15) has to be solved numerically. Without sticking, it gives $T(0)=0.10932$ at $L/R=20$. Ray tracing, which does not use (15), gives $0.1096$, a difference of 0.3 %.

### 14. A hole in alumina deposition

Take a hole of radius 50 nm and depth 1000 nm, so that $L/R=20$ and $a=10$. Trimethylaluminium, of molecular mass 72.09 u, is present at a partial pressure of 0.1 Torr and a temperature of 473 K.

The direct share is

$$F=(10.049876-10)^2=(0.049876)^2=0.002488,$$

or about 0.25 %. One molecule in four hundred reaches the bottom on its first flight.

Equation (2), with pressure and mass converted to SI units, gives the mouth flux

$$J=1.90\times10^5\ \text{molecules per nm}^2\text{ and second}.$$

The mouth has area $\pi(50\ \text{nm})^2$, so $1.49\times10^9$ molecules enter per second. The mean direct flux on the bottom is

$$FJ=0.002488\times1.90\times10^5\approx470\ \text{molecules per nm}^2\text{ and second},$$

and $3.7\times10^6$ molecules per second arrive there directly.

This hole has a closed bottom, whereas (15) and (16) describe an open far end. Until a molecule first reaches the bottom, the two cases do not differ. $T(s)$ is therefore the probability of ever reaching the bottom. It does not count repeated visits by molecules that leave the bottom and return.

| $s$ | $T(s)$ | $F/T(s)$ |
|---|---|---|
| 0 | 0.1093 | 2.3 % |
| 0.01 | 0.0612 | 4.1 % |
| 0.1 | 0.0069 | 36 % |
| 1 | 0.0025 | 100 % |

A sticking probability of one per cent removes 44 % of the first arrivals found without sticking. The reason is the number of wall hits on the way. If $c_k$ is the share of entering molecules that would cross a non-sticking tube after $k$ hits, then

$$T(s)=\sum_{k\ge0}c_k(1-s)^k,\qquad c_0=F .$$

In the ray tracing without sticking, transmitted molecules made 67 hits on average. Because $(1-s)^k$ is a convex function of $k$, its average is at least its value at the average $k$. So $T(0.01)$ must be at least about $0.1093\times0.99^{67}=0.056$, and the computed $0.061$ lies about a tenth above this bound.

The 67 hits are not typical of all entering molecules. Imagine the non-sticking tube open at both ends to the same equilibrium gas. Its wall then receives $2\pi RLJ$ hits per second, while $2\pi R^2J$ molecules enter per second through the two ends. By symmetry, molecules from either end make the same average number of hits, which is $L/R=20$. At $L/R=20$, those that get through make more hits than this on average, and those that turn back make fewer, about 14. In a short tube the order is reversed, because many molecules cross with no hit while every returning one has made at least one: at $L/R=2$ the averages are 1.8 and 2.2.

### 15. How much the model leaves out

**Gas collisions.** Let the total pressure be 1 Torr, and treat all collision partners as nitrogen of mass 28.01 u. Take rough molecular diameters of 0.60 nm for the precursor and 0.37 nm for nitrogen, with mean $d$. A precursor molecule of mass $m_1$ collides at the rate $n\pi d^2\bar v_{\rm rel}$, where $n$ is now the total density. For Maxwellian gases the mean relative speed exceeds the mean speed of the precursor by the factor $\sqrt{1+m_1/m_2}$, because the reduced mass takes the place of $m_1$. The mean free path is therefore

$$\lambda=\frac{1}{n\pi d^2\sqrt{1+m_1/m_2}}\approx35\ \mu\text{m},$$

about 350 times the hole diameter. The longest direct flight, along the diagonal, is 1005 nm. The chance of a collision on it is $1-e^{-1005/35000}=2.8\ \%$, taking the mean $\lambda$ for all speeds. This is the share of direct flights that collisions interrupt. Some scattered molecules still reach the bottom without a wall hit, so for hard spheres of these rough diameters the net fall of $F$ is somewhat smaller, about 2.3 %. Molecules that cross a non-sticking tube travel 6.8 µm on average, which makes about 0.2 gas collisions against 67 wall hits.

**Size of the molecule.** The centre of a molecule cannot come closer to the wall than half a diameter. With the radius reduced by 0.30 nm, $F$ falls by 1.2 %. This agrees with the long-tube law $F\propto R^2$ at fixed depth. The usable area of the mouth shrinks by the same share, so the number of direct arrivals per second falls by 2.4 %.

**Growth of the film.** A 10 nm film on the wall reduces the radius to 40 nm. If the film grows equally on the top surface and on the bottom, the depth stays the same. $F$ then falls to 0.0016, a loss of 36 %. The area of the mouth also falls by 36 %, so the number of direct arrivals per second falls by 59 %. The narrowing matters far more than the two effects above.

### 16. Beside the real process

The chosen temperature and pressures are rough typical values for alumina deposition from trimethylaluminium. A depth of ten diameters is modest: holes in memory devices can be several times deeper relative to their width, and by (12) the direct share then falls as $1/L^2$ at fixed radius. The sticking probability of this precursor on a fresh surface is small, roughly 0.01 or below. At $L/R=20$, as the table shows, direct flight then supplies a few per cent of the first arrivals at the bottom, and bouncing supplies the rest. This split does not carry over to much deeper holes. A bouncing molecule needs more hits to cross a longer tube, and each hit costs a factor $1-s$, so in a deep enough hole the bounced part falls faster than $F$. With a constant $s=0.01$, equations (15) and (16) give $F/T$ of about 11 % at $L/R=60$, 41 % at $100$ and 69 % at $150$. With $s=0.001$ it stays near 1 to 2 % over the same range.

One assumption that real deposition plainly breaks is a constant $s$. The reaction stops where the surface is saturated, so $s$ falls towards zero during the precursor pulse, first near the mouth where the flux is largest. If $s$ lies between 0 and 0.01 everywhere, each bouncing path keeps a weight between those of the two uniform cases. The probability of reaching the bottom then lies between 0.061 and 0.109. Saturation can thus raise it by up to 79 % of the lower value, while $F$ itself is unaffected.

How large $s$ must be for direct flight to dominate depends on the depth. At $L/R=20$, $F/T$ is 89 % for $s=0.5$ and 99 % for $s=0.9$, so direct flight dominates for species that are captured at most wall hits. Formula (9) gives their share if they enter with the cosine distribution. Ions drawn into a hole by an electric field, as in plasma etching, arrive concentrated about the axis. For them (1) fails, and (9) with it. The formula also needs a given, uniform flux at the mouth. If many neighbouring holes consume the vapour faster than it is resupplied, $J$ drops, and the direct arrivals drop in proportion, although the share $F$ stays the same. Over a given time, the arrivals after bouncing can drop by more than $J$ does, because a wall that saturates later goes on capturing molecules for longer.

The numerical output lists most of the values used here, some of them with further digits.

## Values computed for the example and the checks

```
L/R | F closed form | F disc integral | R^2/L^2 (no unit)
  0.5 | 0.6096118 | 0.6096118 | 4.0000000
  1.0 | 0.3819660 | 0.3819660 | 1.0000000
  2.0 | 0.1715729 | 0.1715729 | 0.2500000
  5.0 | 0.0370880 | 0.0370880 | 0.0400000
 20.0 | 0.0024876 | 0.0024876 | 0.0025000
F at L/R = 0.02: 0.980199; 1 - L/R = 0.980000
L/R = 10000: squared form 1.0000e-08, original form in double precision 7.4506e-09
Flux share within 30 degrees, sampled: 0.2512
Ray tracing, L/R = 2: direct share 0.17214 +- 0.00065, total 0.5134
Ray tracing, L/R = 20: direct share 0.00258 +- 0.00008, total 0.1096
Hole radius 50 nm, depth 1000 nm, L/R = 20
Temperature 473 K, precursor 0.1 Torr, total 1.0 Torr
Masses: precursor 72.09 u, nitrogen 28.01 u
Rough diameters: precursor 0.60 nm, nitrogen 0.37 nm
a = L/(2R) = 10.0; sqrt(1+a^2) = 10.049876
Direct-flight transmission F = 0.002488 = 0.2488 %
Centre fraction 0.002494, rim fraction 0.002481
Flux at mouth 1.902e+05 molecules/(nm^2 s)
Molecules entering mouth 1.494e+09 per s
Mean direct flux at bottom 473.2 molecules/(nm^2 s)
Direct arrivals at bottom 3.717e+06 per s
Sticking s = 0.00: T = 0.10932, direct share of T = 2.3 %
Sticking s = 0.01: T = 0.06120, direct share of T = 4.1 %
Sticking s = 0.10: T = 0.00689, direct share of T = 36.1 %
Sticking s = 1.00: T = 0.00249, direct share of T = 100.0 %
Mean free path of precursor in nitrogen 35063 nm
Knudsen number (mean free path / diameter) 351
Longest direct flight 1005.0 nm; collision chance on it 2.8 %
Transmitted molecules at s = 0: mean wall hits 67, mean path 6816 nm
F with radius cut by half a molecular diameter 0.002458 (-1.2 %)
F with 10 nm wall film, same depth 0.001595 (-35.9 %)
```
